# Dirac screening length and the missing remote-band contribution in MoS2

## Problem

An undoped sheet at zero temperature carries $g=4$ copies (two spins times two valleys) of

$$H=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,\qquad m=\Delta/2,$$

with the lower band filled and $\Delta=1.66$ eV. The sheet stands in vacuum.

(a) Show that a sheet of in-plane polarizability $\alpha$ screens a static potential of small wavevector $q$ by the factor $1+r_0q$, and find $r_0$.

(b) Calculate $\alpha$ and $r_0$ for the Dirac sheet.

(c) Estimate the screening length of a real MoS2 layer from its thickness and dielectric constant. How much is missing from the Dirac value, and which transitions supply it?

Derivations use Hartree atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$). Numbers are in nm and eV, with $C=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. Rough typical values for MoS2 are $\hbar v=0.35$ eV nm, lattice constant $a=0.32$ nm, layer thickness $d=0.60$ nm, and bulk electronic dielectric constants (nuclei held fixed) $\varepsilon_\parallel=15$ in the plane and $\varepsilon_\perp=6$ across it.

## Hints

1. A polarization that varies along the sheet leaves a charge $-\nabla\cdot\mathbf P$. Find the potential of a sheet charge of wavevector $q$ from Poisson's equation.
2. In a filled band, the exclusion principle leaves transitions to the upper band. Their dipole elements follow from matrix elements of $\partial H/\partial k_i$.
3. Use $E=\sqrt{v^2k^2+m^2}$ as the integration variable and watch what happens to $v$.
4. Polarizabilities of different transitions add when all of them feel the same potential.

## Solution

### (a) From polarizability to screening length

Let $\phi$ be the total potential in the sheet, varying as $e^{i\mathbf q\cdot\mathbf r}$. The in-plane field is $-\nabla\phi$, so the dipole per area is $\mathbf P=-\alpha\nabla\phi$ and the induced charge is

$$\rho=-\nabla\cdot\mathbf P=\alpha\nabla^2\phi=-\alpha q^2\phi .$$

A sheet charge $\rho$ at $z=0$ produces a potential obeying $\phi''-q^2\phi=-4\pi\rho\,\delta(z)$. The decaying solution is $\phi_0e^{-q|z|}$. Its slope jumps by $-2q\phi_0$, which must equal $-4\pi\rho$, so $\phi_0=2\pi\rho/q$. Adding this to the external potential gives

$$\phi=\phi_{\rm ext}-2\pi\alpha q\,\phi
\quad\Rightarrow\quad
\epsilon(q)=\frac{\phi_{\rm ext}}{\phi}=1+r_0q,\qquad r_0=2\pi\alpha .$$

This is a mean-field result at small $q$. It neglects atomic-scale variations of the field within the plane.

The length has a direct meaning in real space. Two unit charges in the sheet interact through

$$V(r)=\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .$$

Write $1/(1+r_0q)=\int_0^\infty e^{-s(1+r_0q)}ds$. The remaining integral $\int_0^\infty J_0(qr)e^{-qh}dq=1/\sqrt{r^2+h^2}$ is the potential of a unit charge at height $h$, here $h=sr_0$. Therefore

$$V(r)=\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{r^2+s^2r_0^2}} .$$

For $r\gg r_0$ this tends to the bare $1/r$: a thin sheet does not screen at long range. For $r\ll r_0$, integration by parts gives

$$V=\frac1{r_0}\int_0^\infty e^{-s}\,\mathrm{arsinh}\!\left(\frac{sr_0}{r}\right)ds\simeq\frac1{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right],$$

because $\mathrm{arsinh}\,x\simeq\ln 2x$ at large $x$ and $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, with $\gamma$ Euler's constant. Thus $r_0$ marks the crossover from a logarithmic to a Coulomb interaction.

### (b) The Dirac sheet

**Perturbation theory.** A slowly varying potential takes an electron from the filled state $v$ to the empty state $c$, at energy cost $2E$. To leading order in $q$ its matrix element is the field amplitude $F$ times the dipole element $d_i=\langle c|i\partial_{k_i}|v\rangle$. The second-order energy of one electron is $-F^2|d_i|^2/(2E)$. Setting this equal to $-\tfrac12\alpha_1F^2$ gives $\alpha_1=|d_i|^2/E$.

**Dipole elements.** Differentiating $H|v\rangle=-E|v\rangle$ with respect to $k_i$ and projecting on $\langle c|$ gives

$$\langle c|\partial_iH|v\rangle=-2E\,\langle c|\partial_i v\rangle
\quad\Rightarrow\quad
|d_i|^2=\frac{|\langle c|\partial_iH|v\rangle|^2}{4E^2}
=\frac{v^2|\langle c|\sigma_i|v\rangle|^2}{4E^2}.$$

Since $\sigma_i^2=1$ and the two states are complete at each $\mathbf k$,

$$1=\langle c|\sigma_i^2|c\rangle=|\langle c|\sigma_i|c\rangle|^2+|\langle c|\sigma_i|v\rangle|^2 .$$

Take $\mathbf k$ along $x$. The upper spinor points along $(vk,0,m)/E$, so $\langle c|\sigma_x|c\rangle=vk/E$ and $\langle c|\sigma_y|c\rangle=0$. The squared elements are then

$$|\langle c|\sigma_x|v\rangle|^2=1-\frac{v^2k^2}{E^2}=\frac{m^2}{E^2},\qquad |\langle c|\sigma_y|v\rangle|^2=1 .$$

The model is isotropic, so averaging over the direction of $\mathbf k$ is the same as averaging these two:

$$\overline{|d|^2}=\frac{v^2}{8}\left(\frac{m^2}{E^4}+\frac1{E^2}\right).$$

**Sum over states.** With $k\,dk=E\,dE/v^2$,

$$\alpha_D=g\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{\overline{|d|^2}}{E}
=\frac{g}{16\pi}\int_m^\infty\left(\frac{m^2}{E^4}+\frac1{E^2}\right)dE .$$

The velocity has cancelled: a larger $v$ strengthens each dipole but thins out the states in proportion. The two terms integrate to $1/(3m)$ and $1/m$, together $4/(3m)$, so

$$\alpha_D=\frac{g}{12\pi m}=\frac{g}{6\pi\Delta},\qquad r_D=2\pi\alpha_D=\frac{g}{3\Delta}\;\longrightarrow\;\frac{gC}{3\Delta}.$$

The last form restores ordinary units. Numerically,

$$r_D=\frac{4\times1.43996\ \text{eV nm}}{3\times1.66\ \text{eV}}=1.157\ \text{nm}=11.57\ \text{Å}.$$

Integration with numerically computed eigenvectors reproduces $\alpha_D$ for $\hbar v=0.35$ eV nm and for three times that value. As $\Delta\to0$ the length diverges, and the linear law holds over a shrinking range $\hbar vq\ll\Delta$. Here $\hbar vq/\Delta=0.21$ at $q=1$ nm$^{-1}$, and the finite-$q$ polarizability is still 98% of its long-wavelength value.

### (c) What is missing in MoS2

**The whole layer.** In a uniform in-plane field $F$, a layer of thickness $d$ has dipole per area $d(\varepsilon_\parallel-1)F/(4\pi)$. Hence

$$r_{\rm total}=2\pi\,\frac{d(\varepsilon_\parallel-1)}{4\pi}=\frac{d(\varepsilon_\parallel-1)}2
=\frac{0.60\times14}{2}=4.20\ \text{nm}.$$

This assigns the bulk response to a single layer and ignores any change of the bands on isolation.

**The remainder.** In a layer thin compared with $1/q$, all transitions feel the same potential. Their induced charges add, and so do their lengths:

$$r_{\rm total}=r_D+r_R,\qquad r_R=4.20-1.16=3.04\ \text{nm}\approx30\ \text{Å}.$$

About 72% of the length is missing from the Dirac model. The figure inherits the roughness of its inputs: $\varepsilon_\parallel=14$ with $d=0.60$ nm gives 2.74 nm, and $\varepsilon_\parallel=16$ with $d=0.65$ nm gives 3.72 nm. These are two sample choices, not bounds.

**Can a better Dirac model close the gap?** Making it do so would require $\Delta=4C/(3r_{\rm total})=0.457$ eV, far below 1.66 eV. The corrections to the Dirac cone examined here leave the value nearly unchanged or lower it:

- A valence-band spin-orbit splitting of roughly 0.15 eV, with the smaller gap held at 1.66 eV, gives two copies a gap of 1.81 eV and lowers $r_D$ to 1.11 nm. If 1.66 eV is instead the gap without spin-orbit coupling, the two gaps are 1.585 and 1.735 eV and $r_D$ stays at 1.16 nm.
- A quasiparticle gap of roughly 2.5 eV lowers it to 0.77 nm for independent transitions. The attraction between the excited electron and the hole, left out here, raises the response again and cancels part of this reduction.
- The Brillouin zone is finite. If the integral in (b) stops at energy $E_c$, the fraction kept is

$$1-\frac{3m}{4}\left(\frac{m^2}{3E_c^3}+\frac1{E_c}\right).$$

Giving each valley a disc with half the zone's area puts the cutoff at $8.42$ nm$^{-1}$, and 79% remains.

A second view of the finite zone comes from a honeycomb lattice with one orbital per site, site energies $\pm\Delta/2$ and nearest-neighbour hopping $t$. It has two valleys with $\hbar v=\sqrt3\,at/2$, so $t=1.263$ eV matches the velocity used here. Summed over the whole zone, it gives 0.82 of the Dirac value, or 0.95 nm. Its departure from the Dirac value is not monotonic in the gap: it is $+0.12\%$, $+0.16\%$, $-0.003\%$ and $-6.9\%$ for $\Delta/t=0.05$, 0.10, 0.20 and 0.80. This lattice is a stand-in for a finite zone and does not reproduce the bands of MoS2; in particular, neither it nor the cutoff tells whether the real gap-edge bands give more or less than the Dirac value.

**Identification.** At the level of independent transitions, every excitation from a filled to an empty state adds a positive amount $2|d|^2/\omega$ to the static polarizability, where $\omega$ is its energy. The remainder $r_R$ therefore belongs to the transitions left out of the valley pair:

- from the deeper, largely sulphur-$p$ valence bands to all the conduction bands, the lowest of which are largely molybdenum-$d$;
- from the top valence band to higher conduction bands;
- between the two gap-edge bands themselves, away from the valleys.

The name "remote-band contribution" covers all three, although the last is remote in wavevector and not in band index. The present estimate fixes a total, not separate shares. The integral in (b) runs to infinite wavevector, so $r_D$ already contains a tail in place of the third group, and $r_R$ holds only the difference between the true two-band contribution and the Dirac value. Its sign depends on the bands. For the honeycomb lattice it is $0.95-1.16=-0.21$ nm. In MoS2 the two bands stay much closer together away from the valleys than Dirac cones do, and the sign is probably positive: a nearest-neighbour three-band $d$-orbital tight-binding model with the same gap, itself rough away from the valleys, gives about 2.2 nm for this pair of bands, or about $+1.1$ nm above $r_D$. If the Dirac integral is stopped at the 79% cutoff instead, the Dirac part is 0.92 nm and the remainder 3.28 nm.

**Is the size reasonable?** Define the oscillator strength $f=2\omega|d|^2$, so that a transition contributes $f/\omega^2$. For one electron with $H=p^2/2+U(\mathbf r)$ in a state of energy $E_0$, $[H,x]=-ip$ and $[x,[H,x]]=1$. Taking the expectation value,

$$1=\langle[x,[H,x]]\rangle=2\langle x(H-E_0)x\rangle=\sum f .$$

Now let all $N=18$ valence electrons of a cell (six from Mo, six from each S) act at one mean energy $\Omega$. With cell area $A=0.0887$ nm$^2$,

$$r_R=\frac{2\pi N}{A\,\Omega^2}\quad\Rightarrow\quad\Omega=\sqrt{\frac{2\pi N}{A\,r_R}}\approx6.8\ \text{eV}.$$

A mean of several eV, well above the gap, is what transitions among the full set of valence and conduction bands would suggest. This is a plausibility argument: some of the strength belongs to the valleys, and real transitions are spread in energy. Because the weight is $f/\omega^2$, low-energy transitions count far more than their share of the strength, so $\Omega$ does not tell which group dominates $r_R$.

**Consequence for the interaction.** At a separation of 1 nm, the energy of two unit charges is 1.44 eV without the sheet, 1.04 eV with $r_D$ alone and 0.60 eV with $r_{\rm total}$. Leaving out the remote transitions makes the interaction at this distance about 1.7 times too strong. A two-band model of excitons or charged defects should therefore take $r_{\rm total}$ as an input, or add to its own screening length whatever is needed to reach $r_{\rm total}$. That addition equals $r_R$ only if the model's own length is $r_D$; another gap, a cutoff or a lattice changes it.

**The real case.** First-principles lengths for a free-standing MoS2 monolayer are roughly 4 nm, in line with the layer estimate and far from the Dirac value. The 1.66 eV gap is of the size given by semilocal density functionals; the quasiparticle gap is larger. In a working transistor the layer is also not surrounded by vacuum, and it contains carriers. The two variations estimate these effects one at a time, in simple models.

## Variation 1: encapsulation

*Replace the vacuum by a medium of dielectric constant $\kappa=4$, a rough isotropic stand-in for boron nitride, and place the charge at mid-layer.*

Let $D=\varepsilon_\perp\phi'$ for $0<z<d/2$, so that $D'=\varepsilon_\parallel q^2\phi$. Outside, $\phi\propto e^{-qz}$. If $\phi_s$ is the surface potential, continuity gives $D(d/2)=-\kappa q\phi_s$. Integrating inward to first order beyond the leading term,

$$D(0^+)=-q\phi_s\left(\kappa+\frac{\varepsilon_\parallel qd}{2}\right),\qquad
\phi(0)=\phi_s\left(1+\frac{\kappa qd}{2\varepsilon_\perp}\right).$$

A central sheet charge $\rho$ requires $2D(0^+)=-4\pi\rho$, so its bare potential is $2\pi\rho/q=-D(0^+)/q$. Dividing by $\phi(0)$ and expanding,

$$\epsilon(q)=\kappa+\frac{qd}{2}\left(\varepsilon_\parallel-\frac{\kappa^2}{\varepsilon_\perp}\right)+\dots$$

With $\kappa=\varepsilon_\perp=1$ the slope is $d(\varepsilon_\parallel-1)/2$, as in (c). With $\varepsilon_\perp=6$ it is $0.30\,(15-1/6)=4.45$ nm in vacuum and $0.30\,(15-16/6)=3.70$ nm for $\kappa=4$. The crossover length is the slope divided by $\kappa$, which falls from 4.45 nm to about 0.9 nm. The second figure is only a scale, because it is comparable to $d$: at the matching wavevector $qd\approx0.65$, and the full layer gives $\epsilon=7.1$ where the expansion gives 8. The medium also screens at long range, where the bare sheet does not.

The expansion needs $qd\ll1$. In vacuum at $q=1$ nm$^{-1}$, where $qd=0.6$, numerical solution of Poisson's equation with $\varepsilon_\perp=6$ gives $\epsilon=4.96$. The expansion gives $1+4.45=5.45$, about 10% higher; the thin-sheet value of (c), $1+4.20=5.20$, is about 5% higher.

## Variation 2: carriers from a gate

*Add $n=10^{12}$ cm$^{-2}$ electrons at 300 K, where $k_BT=0.02585$ eV.*

A slowly varying potential $\phi$ lowers the electron energy by $\phi$ and raises the density by $(\partial n/\partial\mu)\phi$. The extra charge $-(\partial n/\partial\mu)\phi$ adds a term to the screening:

$$\epsilon(q)=1+r_{\rm total}q+\frac{q_s}{q},\qquad q_s=2\pi\frac{\partial n}{\partial\mu}.$$

Near the band edge $E\simeq m+v^2k^2/(2m)$, which gives a constant density of states $\mathcal D=gm/(2\pi v^2)$. With $\eta=(\mu-m)/k_BT$,

$$n=\mathcal Dk_BT\ln(1+e^\eta),\qquad
\frac{\partial n}{\partial\mu}=\frac{\mathcal D}{1+e^{-\eta}}=\mathcal D\left(1-e^{-n/\mathcal Dk_BT}\right).$$

The result is $q_s=3.35$ nm$^{-1}$; the derivative agrees within 5% with that of the full Dirac Fermi integral. The formula needs $q$ below the thermal wavevector $\sqrt{2mk_BT}/v\approx0.6$ nm$^{-1}$. At $q=0.3$ nm$^{-1}$ the carrier term is about 11, against 1.3 from the bound electrons, so in this estimate the carriers dominate long-wavelength static screening. The numbers are indicative only, because the formula treats the electrons as an ideal gas responding to a weak potential. At this density they are about 10 nm apart, and in vacuum their mutual repulsion at that distance is several times $k_BT$, so correlations can change $q_s$ substantially. Without a gate or dopants, thermal excitation across the 1.66 eV gap gives $q_s\sim10^{-12}$ nm$^{-1}$, and the undoped treatment in (a) to (c) is safe at room temperature.

The numerical output lists the main inputs and results used above.

## Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
degeneracy: 4; gap: 1.66 eV
rough hbar*velocity: 0.35 eV nm; lattice constant: 0.32 nm
rough layer thickness: 0.60 nm
rough bulk eps in plane: 15; vertical: 6
Dirac polarizability C*alpha: 0.1841 nm
Dirac screening length: 1.1566 nm = 11.57 angstrom
total length from layer eps: 4.20 nm
missing length: 3.04 nm = 30 angstrom
missing share of total: 72 percent
missing length, d=0.60 nm, eps=14: 2.74 nm
missing length, d=0.65 nm, eps=16: 3.72 nm
gap needed if Dirac part were all: 0.457 eV
valence electrons per cell: 18; area: 0.0887 nm^2
mean remote transition energy: 6.8 eV
interaction at 1 nm, bare: 1.440 eV
interaction at 1 nm, Dirac only: 1.040 eV
interaction at 1 nm, total: 0.601 eV
Dirac length, spin-orbit 0.15 eV: 1.109 nm
Dirac length, rough gap 2.5 eV: 0.768 nm
x = hbar v q/gap at q = 1/nm: 0.2108
Dirac alpha(q)/alpha(0) at q = 1/nm: 0.9827
half-zone cutoff wavevector: 8.42 1/nm
Dirac integral inside cutoff: 79.2 percent
honeycomb hopping: 1.263 eV
honeycomb/Dirac polarizability: 0.822
honeycomb two-band length: 0.951 nm
honeycomb deviation at gap/hopping 0.05: +0.123 percent
honeycomb deviation at gap/hopping 0.10: +0.164 percent
honeycomb deviation at gap/hopping 0.20: -0.003 percent
honeycomb deviation at gap/hopping 0.80: -6.949 percent
layer slope, vacuum, with vertical eps: 4.45 nm
layer slope, surroundings kappa=4: 3.70 nm
epsilon at q = 1/nm, linear sheet: 5.20
epsilon at q = 1/nm, full layer: 4.96
temperature: 300 K; kT: 0.02585 eV
intrinsic electron density: 1.31e-01 1/cm^2
intrinsic carrier screening wavevector: 9.2e-13 1/nm
gate-induced density: 1.0e+12 1/cm^2
gate carrier screening wavevector: 3.35 1/nm
```
